\section*{The Internal-Friction Plateau of Glasses from Relaxing Two-Level Systems, part 1}

(Sections cited here and not found follow in the second part.)

\section{Loss of relaxing two-level systems and the plateau}

\subsection{Definitions and conventions}

A two-level system (TLS) is a group of atoms that can sit in either of two neighbouring potential wells. Its asymmetry $\Delta$ is the energy difference between the wells, and its tunnel splitting $\Delta_0$ measures the tunnelling between them. In the basis of the two wells, with Pauli matrices $\sigma_x,\sigma_z$,
\begin{equation}
H=\tfrac12\left(\Delta\,\sigma_z+\Delta_0\,\sigma_x\right),\qquad
E=\sqrt{\Delta^2+\Delta_0^2},
\label{eq:H}
\end{equation}
and the energy levels are $\pm E/2$. A strain $e$ changes the asymmetry by $2\gamma e$, where $\gamma$ is the coupling energy. Its effect on $\Delta_0$ is neglected. The perturbation is therefore
\begin{equation}
H_{\rm int}=\gamma e\,\sigma_z .
\label{eq:Hint}
\end{equation}
For shear, $e$ is the engineering strain $\partial u_y/\partial x$ of a plane shear wave. Since TLS have random orientations, $\gamma^2$ stands for the orientation average of the squared coupling.

The standard tunnelling distribution gives the number of TLS per unit volume as
\begin{equation}
dN=P\,\frac{d\Delta\,d\Delta_0}{\Delta_0},\qquad \Delta>0,
\label{eq:dist}
\end{equation}
with constant $P$. The two wells can be labelled so that $\Delta$ is positive, and each TLS is then counted once. If the same constant $P$ were used for both signs of $\Delta$, every loss below would double.

The elastic modulus is $M=\rho v^2$, with density $\rho$ and sound speed $v$ of the polarization considered. The tunnelling strength is the dimensionless number
\begin{equation}
C=\frac{P\gamma^2}{\rho v^2}\ll1 .
\label{eq:C}
\end{equation}
Time dependence is written $e(t)={\rm Re}\,e_0\,{\rm e}^{i\omega t}$, and the stress is ${\rm Re}\,(M'+iM'')e_0{\rm e}^{i\omega t}=e_0(M'\cos\omega t-M''\sin\omega t)$. With $\dot e=-\omega e_0\sin\omega t$, the work done on unit volume in one cycle is
\begin{equation}
W=\oint \sigma\,de=\omega e_0^2M''\int_0^{2\pi/\omega}\sin^2\omega t\,dt=\pi M''e_0^2 ,
\label{eq:W}
\end{equation}
because the term in $M'$ averages to zero. Internal friction is this work divided by $2\pi$ times the peak stored energy $\tfrac12M'e_0^2$:
\begin{equation}
Q^{-1}=\frac{W}{2\pi\cdot\frac12M'e_0^2}=\frac{M''}{M'} .
\label{eq:Q}
\end{equation}
In the denominator $M'$ is replaced by $\rho v^2$. The TLS correction to $M'$ is of relative order $C$, up to a logarithm, and is dropped.

The result to be derived is $Q^{-1}\to\pi C/2$. It is a limiting value for independent TLS. It holds when the fastest relaxation of thermal TLS is much faster than $\omega$, the slowest is much slower, and the relaxation rate at fixed $E$ is proportional to $\Delta_0^2$. Small strain and $\hbar\omega\ll kT$ are also required, where $k$ is Boltzmann's constant and $T$ the temperature.

\subsection{Loss of one two-level system}

Let $S_x,S_z$ be Pauli matrices in the basis of energy levels. The rotation
\begin{equation}
\sigma_z=\frac{\Delta}{E}S_z-\frac{\Delta_0}{E}S_x,\qquad
\sigma_x=\frac{\Delta_0}{E}S_z+\frac{\Delta}{E}S_x
\label{eq:rot}
\end{equation}
turns \eqref{eq:H} into $H=\tfrac12ES_z$: the terms in $S_z$ add to $(\Delta^2+\Delta_0^2)/E=E$, and those in $S_x$ cancel. The perturbation becomes
\begin{equation}
H_{\rm int}=\gamma e\left(\frac{\Delta}{E}S_z-\frac{\Delta_0}{E}S_x\right).
\label{eq:Hint2}
\end{equation}
The first term moves the levels, $\delta E=2\gamma(\Delta/E)e$. The second causes transitions. A slow applied strain acts dissipatively through the first term, while thermal phonons cause relaxation through the second. The direct absorption of the applied wave by the second term is treated in the second half.

Let $s=\langle S_z\rangle$ be the upper occupation minus the lower one, so that the occupations are $(1\pm s)/2$. With upward rate $w_\uparrow$ and downward rate $w_\downarrow$,
\begin{equation}
\dot s=w_\uparrow(1-s)-w_\downarrow(1+s)
=-\frac{s-s_{\rm eq}}{\tau},\qquad
\frac1\tau=w_\uparrow+w_\downarrow .
\label{eq:rate}
\end{equation}
Detailed balance, $w_\uparrow/w_\downarrow={\rm e}^{-E/kT}$, gives
\begin{equation}
s_{\rm eq}=\frac{w_\uparrow-w_\downarrow}{w_\uparrow+w_\downarrow}
=-\tanh\frac{E}{2kT}.
\end{equation}
The strain is slow compared with $E/\hbar$ for thermal TLS, so $s_{\rm eq}$ follows the instantaneous $E$. To first order in $e$,
\begin{equation}
\delta s_{\rm eq}=-\frac{\delta E}{2kT}\,{\rm sech}^2\frac{E}{2kT}
=-\frac{\gamma}{kT}\frac{\Delta}{E}\,{\rm sech}^2\!\left(\frac{E}{2kT}\right)e .
\end{equation}
The strain also changes $\tau$, but that change multiplies $s-s_{\rm eq}$, which is itself of first order, and so drops out. Equation \eqref{eq:rate} then reads $i\omega\,\delta s=-(\delta s-\delta s_{\rm eq})/\tau$, or
\begin{equation}
\delta s=\frac{\delta s_{\rm eq}}{1+i\omega\tau}.
\end{equation}

The contribution of one TLS to the stress, multiplied by the volume, is $\partial\langle H+H_{\rm int}\rangle/\partial e$. Its relaxing part is $\gamma(\Delta/E)\delta s$. The strain dependence of $\Delta/E$ gives a further term proportional to the equilibrium $s$. That term is in phase with $e$ and does no net work. Hence
\begin{equation}
\delta\sigma=-\frac{\gamma^2}{kT}\frac{\Delta^2}{E^2}\,
{\rm sech}^2\!\left(\frac{E}{2kT}\right)\frac{1-i\omega\tau}{1+\omega^2\tau^2}\,e ,
\end{equation}
and the loss modulus of one TLS, per unit number density, is
\begin{equation}
m''=\frac{\gamma^2}{kT}\frac{\Delta^2}{E^2}\,
{\rm sech}^2\!\left(\frac{E}{2kT}\right)\frac{\omega\tau}{1+\omega^2\tau^2}.
\label{eq:one}
\end{equation}
The real part is negative because relaxation softens the solid. The imaginary part is positive because the populations lag behind the strain. For $\omega\tau\ll1$ they follow without lag, for $\omega\tau\gg1$ they hardly move, and the loss is largest at $\omega\tau=1$. A symmetric TLS, with $\Delta=0$, has no first-order level shift and hence no relaxational loss in linear response.

Equation \eqref{eq:one} was compared with a direct numerical integration of \eqref{eq:rate} for $\Delta=1.2\,kT$, $\Delta_0=0.9\,kT$, $\gamma e_0=0.02\,kT$ and $\omega\tau=0.7$. The work per cycle agreed with $\pi m''e_0^2$ to within 0.5\,\%.

\subsection{Relaxation by one phonon}

In a volume $V$, a phonon mode of wavenumber $q$ and frequency $\omega_q=vq$ has displacement amplitude $\sqrt{\hbar/(2\rho V\omega_q)}$ and strain amplitude $q$ times that. By \eqref{eq:Hint2}, the squared matrix element for emission into one mode is
\begin{equation}
|\mathcal M|^2=\gamma^2\frac{\Delta_0^2}{E^2}\,
\frac{\hbar q^2}{2\rho V\omega_q}(n+1)
=\gamma^2\frac{\Delta_0^2}{E^2}\,\frac{E}{2\rho Vv^2}(n+1),
\end{equation}
where $\hbar\omega_q=E$ was used and $n=1/({\rm e}^{E/kT}-1)$. The number of modes of one polarization per unit energy is $VE^2/(2\pi^2\hbar^3v^3)$. The golden rule gives
\begin{equation}
w_\downarrow=\frac{2\pi}{\hbar}\,|\mathcal M|^2\,\frac{VE^2}{2\pi^2\hbar^3v^3}
=\frac{\Delta_0^2}{E^2}\,\frac{\gamma^2E^3}{2\pi\rho\hbar^4v^5}(n+1).
\end{equation}
Absorption has $n$ in place of $n+1$. The sum contains $2n+1=\coth(E/2kT)$. Adding one longitudinal and two transverse polarizations, with labels $l$ and $t$, gives
\begin{equation}
\frac1\tau=\frac{u^2}{\tau_m},\quad u=\frac{\Delta_0}{E},\quad
\frac1{\tau_m}=\frac{E^3}{2\pi\rho\hbar^4}
\left(\frac{\gamma_l^2}{v_l^5}+\frac{2\gamma_t^2}{v_t^5}\right)\coth\frac{E}{2kT}.
\label{eq:tau}
\end{equation}
At given $E$, $\tau_m$ is the shortest relaxation time, reached by symmetric TLS ($u=1$). The formula assumes bulk phonons with linear dispersion. The one-polarization rate was also summed over the discrete modes of a periodic box of side $2\pi$, in units $\hbar=\rho=v=\gamma=u=1$, for $E=20$ and $kT=13$. The sum agreed with the golden-rule result to within 1\,\%.

With $x=E/kT$,
\begin{equation}
\frac1{\tau_m}=AT^3x^3\coth\frac x2,\qquad
A=\frac{k^3}{2\pi\rho\hbar^4}
\left(\frac{\gamma_l^2}{v_l^5}+\frac{2\gamma_t^2}{v_t^5}\right).
\label{eq:A}
\end{equation}

\subsection{Reduction to one integral}

The rate is simplest in the variables $E$ and $u$, where $\Delta=E\sqrt{1-u^2}$ and $\Delta_0=Eu$. The Jacobian is
\begin{equation}
\left|\begin{array}{cc}\sqrt{1-u^2}&-Eu/\sqrt{1-u^2}\\ u&E\end{array}\right|
=E\sqrt{1-u^2}+\frac{Eu^2}{\sqrt{1-u^2}}=\frac{E}{\sqrt{1-u^2}} .
\end{equation}
Division by $\Delta_0=Eu$ gives
\begin{equation}
\frac{d\Delta\,d\Delta_0}{\Delta_0}=\frac{dE\,du}{u\sqrt{1-u^2}} .
\label{eq:jac}
\end{equation}
The factor $\Delta^2/E^2=1-u^2$ in \eqref{eq:one} turns the weight into $\sqrt{1-u^2}/u$. Summing \eqref{eq:one} over all TLS and dividing by $\rho v^2$,
\begin{equation}
Q^{-1}=C\int_0^\infty dx\;{\rm sech}^2\frac x2\;I\bigl(\omega\tau_m\bigr),
\label{eq:Qx}
\end{equation}
\begin{equation}
I(a)=\int_0^1\frac{\sqrt{1-u^2}}{u}\,\frac{\omega\tau}{1+\omega^2\tau^2}\,du,
\qquad \omega\tau=\frac{a}{u^2}.
\label{eq:I}
\end{equation}

The integral $I$ has a closed form. The Debye factor equals $au^2/(u^4+a^2)$. With $w=u^2$ and $du=dw/(2u)$,
\begin{equation}
I(a)=\frac12\int_0^1\frac{a\sqrt{1-w}}{w^2+a^2}\,dw
=\frac12\,{\rm Im}\int_0^1\frac{\sqrt{1-w}}{w-ia}\,dw ,
\label{eq:Iw}
\end{equation}
since $1/(w-ia)=(w+ia)/(w^2+a^2)$. Now put $z=\sqrt{1-w}$, so $dw=-2z\,dz$, and $b=\sqrt{1-ia}$ with positive real part:
\begin{align}
I(a)&={\rm Im}\int_0^1\frac{z^2}{b^2-z^2}\,dz
={\rm Im}\left[-1+b^2\int_0^1\frac{dz}{b^2-z^2}\right]\nonumber\\
&={\rm Im}\left[b\,{\rm artanh}\frac1b\right].
\label{eq:closed}
\end{align}
The last step uses $d[b^{-1}{\rm artanh}(z/b)]/dz=1/(b^2-z^2)$. For numerical work, write ${\rm artanh}(1/b)=\frac12\ln[(b+1)/(b-1)]$ and replace $b-1$ by $(b^2-1)/(b+1)=-ia/(b+1)$. This removes the subtraction of nearly equal numbers at small $a$:
\begin{equation}
I(a)={\rm Im}\left\{b\left[\ln(1+b)-\tfrac12\ln a+\tfrac{i\pi}{4}\right]\right\}.
\label{eq:stable}
\end{equation}

For small $a$, $b\simeq1-ia/2$ and $\ln(1+b)\simeq\ln2-ia/4$. Collecting imaginary parts to first order in $a$, apart from the logarithm,
\begin{equation}
I(a)\simeq\frac\pi4-\frac a4\left(1+\ln\frac4a\right).
\label{eq:small}
\end{equation}
For large $a$, $w^2$ may be dropped beside $a^2$ in \eqref{eq:Iw}, and $\int_0^1\sqrt{1-w}\,dw=2/3$ gives
\begin{equation}
I(a)\simeq\frac1{3a}.
\label{eq:large}
\end{equation}

\subsection{The plateau and what it rests on}

If $\omega\tau_m\ll1$ for nearly all thermal TLS, $I=\pi/4$ in \eqref{eq:Qx}. The remaining integral is $[2\tanh(x/2)]_0^\infty=2$, and
\begin{equation}
Q^{-1}=C\cdot2\cdot\frac\pi4=\frac{\pi C}{2}.
\label{eq:plateau}
\end{equation}

The number $\pi/4$ has a direct meaning. At fixed $E$ let $y=\omega\tau=a/u^2$. Then $du/u=-dy/(2y)$, so TLS with small $u$ are spread evenly in $\ln\tau$, and
\begin{equation}
I\to\frac12\int_0^\infty\frac{dy}{y}\,\frac{y}{1+y^2}=\frac\pi4 .
\label{eq:log}
\end{equation}
A change of frequency or temperature selects other TLS, but an equal number of them per interval of $\ln\tau$. The thermal factor contributes no temperature either: the number of thermally active TLS grows as $kT$, and the response of each falls as $1/kT$. The fraction of the plateau that comes from $0.1<\omega\tau<10$ is $(2/\pi)(\arctan10-\arctan0.1)=87.3\,\%$.

The size of $\tau_m$ has disappeared, so another relaxation mechanism gives the same plateau if its rate is proportional to $u^2$ and fast enough. As an example, the rate $1/\tau=u^2\Gamma x\coth(x/2)$, the form for relaxation by conduction electrons, with $\omega/\Gamma=10^{-4}$, gives $\pi C/2$ to within 0.2\,\% when the loss is integrated numerically.

The $1/\Delta_0$ distribution is what makes the plateau flat in frequency. Flatness in temperature also requires that the density in the variables $E$ and $u$ does not depend on $E$, as in \eqref{eq:jac}. Suppose the distribution carries an extra factor $u^\mu$, with $|\mu|<2$. Since $u=(a/y)^{1/2}$, \eqref{eq:log} becomes, for $a\ll1$,
\begin{equation}
I_\mu\simeq\frac{a^{\mu/2}}2\int_0^\infty\frac{y^{-\mu/2}}{1+y^2}\,dy
=\frac\pi4\,\frac{a^{\mu/2}}{\cos(\pi\mu/4)} .
\label{eq:tilt}
\end{equation}
The integral follows from $\int_0^\infty p^{c-1}/(1+p)\,dp=\pi/\sin\pi c$ with $p=y^2$ and $c=\frac12-\frac\mu4$. Near $\mu=2$ this law is reached very slowly: for $\mu=1.8$ the integral is still 17\,\% below it at $a=10^{-8}$. For $\mu=0.2$ the loss at fixed temperature varies as $\omega^{0.1}$, a factor of 1.26 per decade of frequency, in the limit where $a\ll1$ for nearly all thermal TLS. At finite frequency the factor is smaller: with the phonon rate \eqref{eq:A} it is 1.21 and 1.15 for the two decades of $\omega/(AT^3)$ from $1.2\times10^{-4}$ to $1.2\times10^{-2}$.

\section{Limits of the plateau and a worked example}

\subsection{Symbols and results carried over}

A TLS has asymmetry $\Delta$, tunnel splitting $\Delta_0$, level splitting $E$ and ratio $u=\Delta_0/E$. Its number density is $P\,d\Delta\,d\Delta_0/\Delta_0$ with $\Delta>0$, a strain $e$ shifts $\Delta$ by $2\gamma e$, and $C=P\gamma^2/(\rho v^2)$. Its relaxation time is $\tau=\tau_m/u^2$. With $x=E/kT$ and
\begin{equation}
\alpha=\frac{\omega}{AT^3},\qquad
a(x)=\omega\tau_m=\frac{\alpha}{x^3\coth(x/2)},
\label{eq:alpha}
\end{equation}
the friction is
\begin{equation}
Q^{-1}=C\int_0^\infty dx\;{\rm sech}^2\frac x2\;I\bigl(a(x)\bigr),
\label{eq:again}
\end{equation}
where $A$ is the phonon rate constant \eqref{eq:A} and $I(a)$ is given by \eqref{eq:stable}. The function $I$ tends to $\pi/4$ for small $a$ and to $1/(3a)$ for large $a$. The plateau is $\pi C/2$. In this model $Q^{-1}/C$ depends on frequency and temperature through the single number $\alpha$, as long as the distribution has no lower cutoff.

The integral is conveniently done as a sum on an even grid in $\ln x$. With 4000 points from $\ln x=-18$ to $4.2$, it agreed to within $10^{-4}$, relative to its own value, with a double sum over the original variables $\Delta$ and $\Delta_0$, at $\alpha=10^{-6}$, $10^{-3}$, 1 and 100.

The friction of independent relaxing TLS has been reduced to a single integral, which gives the plateau $\pi C/2$ when relaxation is fast enough. What remains is to find how the plateau is approached and where it fails, to work through an example, and to estimate the effects left out.
